# Image energy near a metal sphere and its contact barrier

## Question

A point charge $q$ lies in a uniform medium of permittivity $\varepsilon$, at height $x$ above a perfectly conducting sphere of radius $R$. Its distance from the centre is $r=R+x$. The potential is zero at infinity. Use SI units and write $A=q^2/(16\pi\varepsilon)$.

(a) The sphere is grounded. Find the force on the charge and its potential energy $W$, with $W=0$ at infinity.

(b) Expand $W$ for $x\ll R$. Find the leading correction to the energy above a flat metal, explain its sign, and state its error at finite $x$.

(c) How does the energy change if the sphere is instead held at potential $V$, or is isolated and neutral?

(d) The sphere is held at a potential that pushes the carrier outward with force $f$ at the surface. Find the top of the barrier through first order in $1/R$, then the next term. Compare with a uniform applied force $f$.

(e) Evaluate the results for an electron in tin dioxide near a gold grain of radius 20 nm. A lead fixes the grain's potential, the surface field is 0.2 MV/cm and the temperature is 600 K. Take the optical relative permittivity, 4.0.

(f) Estimate the main effects left out. Use a static relative permittivity of 12, an effective mass of 0.3 electron masses, a phonon energy of 0.09 eV and $10^{17}$ donors per cm³. All material values are rough.

## Model answers

### (a) Force and energy

Put an image charge $q'$ on the line from the centre to $q$, at distance $b=R^2/r$ from the centre. A surface point at angle $\theta$ from this line has squared distance to the image

$$b^2+R^2-2bR\cos\theta=\frac{R^2}{r^2}\left(R^2+r^2-2rR\cos\theta\right).$$

The bracket is the squared distance to $q$. The two distances therefore have the constant ratio $R/r$, and the surface potential vanishes if $q'=-qR/r$. The boundary values fix the outside potential uniquely, so this is the solution.

The charges are separated by $r-b=(r^2-R^2)/r$, and the radial force is

$$F(r)=\frac{qq'}{4\pi\varepsilon(r-b)^2}=-\frac{q^2Rr}{4\pi\varepsilon(r^2-R^2)^2}.$$

Since $F=-dW/dr$ and $W(\infty)=0$, we have $W(r)=\int_r^\infty F(r')\,dr'$. With $s=r'^2-R^2$ and $ds=2r'dr'$,

$$W=-\frac{q^2R}{8\pi\varepsilon}\int_{r^2-R^2}^{\infty}\frac{ds}{s^2}
=-\frac{q^2R}{8\pi\varepsilon(r^2-R^2)}.$$

This is half of $qq'/[4\pi\varepsilon(r-b)]$, the energy of two fixed charges. The image changes in size and position as $q$ moves, so the force must be integrated with the image following the charge.

### (b) Expansion near the surface

Insert $r^2-R^2=x(2R+x)$ and use

$$\frac{R}{x(2R+x)}=\frac12\left(\frac1x-\frac1{2R+x}\right).$$

Then, without approximation,

$$W=-\frac{A}{x}+\frac{A}{2R+x}.$$

The first term is the flat-metal energy, reached as $R\to\infty$ at fixed $x$. Expansion of the second gives

$$W=-\frac Ax+\frac{A}{2R}-\frac{Ax}{4R^2}+\dots,\qquad
\frac{A}{2R}=\frac{q^2}{32\pi\varepsilon R}.$$

The leading correction is a constant upward shift. It is not an arbitrary choice of zero, because $W$ vanishes at infinity. The constant exceeds the full correction $A/(2R+x)$ by the fraction $x/(2R)$ of the latter.

Two opposing changes determine the sign. To first order, the image charge is weaker than the flat-metal image by the fraction $x/R$. Its separation from $q$ is

$$\frac{x(2R+x)}{R+x}\simeq2x\left(1-\frac{x}{2R}\right),$$

which is smaller than $2x$ by the fraction $x/(2R)$. The loss of charge outweighs the shorter separation. The binding falls by the fraction $x/(2R)$, and $(A/x)\,x/(2R)=A/(2R)$.

The constant exerts no force. The force first changes through the linear term, by $A/(4R^2)$ outward, a fraction $x^2/(4R^2)$ of the flat-metal force. In the opposite limit, $x\gg R$, the energy becomes $-2AR/x^2$ and the expansion is useless.

The expansion was tested without an image charge, by projecting the boundary potential on Legendre polynomials. In units $q=R=4\pi\varepsilon=1$, where $A=1/4$, extrapolation to the surface gave a constant of 0.124999 and a slope of −0.06246. The formula gives $1/8$ and $-1/16$.

### (c) Other conditions on the sphere

A charge at the centre raises the whole surface to one potential. By superposition it can be added to the grounded solution.

For potential $V$ the added charge is $4\pi\varepsilon RV$. Its potential at $q$ is $VR/r$, so the energy gains $qVR/r$. The image terms are unchanged.

For an isolated neutral sphere the added charge must cancel $q'$, so it is $+qR/r$. It contributes the force $q^2R/(4\pi\varepsilon r^3)$ and the energy

$$\int_r^\infty\frac{q^2R}{4\pi\varepsilon r'^3}\,dr'=\frac{q^2R}{8\pi\varepsilon r^2}=\frac{2AR}{r^2}.$$

At the surface this tends to $2A/R$. The constant shift becomes

$$\frac{A}{2R}+\frac{2A}{R}=\frac{5A}{2R}=\frac{5q^2}{32\pi\varepsilon R},$$

five times the grounded value. The shift $q^2/(32\pi\varepsilon R)$ thus requires a connection that lets charge flow to the sphere.

### (d) Barrier top

The applied force at the surface is $qV/R=f$, so $qV=fR$. Measure the applied energy from its surface value:

$$\frac{fR^2}{r}-fR=-\frac{fRx}{R+x}.$$

The barrier energy, relative to the band edge at the surface before image lowering, is

$$U=-\frac Ax+\frac{A}{2R+x}-\frac{fRx}{R+x}.$$

For $R\to\infty$, $U_0=-A/x-fx$. Setting $U_0'=A/x^2-f=0$ gives $x_0=\sqrt{A/f}$. Since $U_0''=-2A/x_0^3<0$, this is a maximum, at height $-2\sqrt{Af}$.

Expansion in $1/R$ gives

$$U_1=\frac{A}{2R}+\frac{fx^2}{R},\qquad U_2=-\frac{Ax}{4R^2}-\frac{fx^3}{R^2}.$$

The second term of $U_1$ arises because the sphere's field weakens with distance. The maximum moves by an amount of order $1/R$, but $U_0$ is stationary there, so this affects the height only at order $1/R^2$. With $fx_0^2=A$, the first-order rise is

$$U_1(x_0)=\frac{A}{2R}+\frac AR=\frac{3A}{2R}=\frac{3q^2}{32\pi\varepsilon R}.$$

At second order, $U_2(x_0)=-5Ax_0/(4R^2)$. The displacement of the maximum adds

$$-\frac{[U_1'(x_0)]^2}{2U_0''(x_0)}
=\frac{4f^2x_0^2}{R^2}\,\frac{x_0^3}{4A}=\frac{Ax_0}{R^2},$$

where $f^2x_0^4=A^2$ was used. Therefore

$$U_{\rm top}=-2\sqrt{Af}+\frac{3A}{2R}-\frac{Ax_0}{4R^2}+\dots$$

For a uniform applied force the terms $fx^2/R$ and $-fx^3/R^2$ are absent, and the first-order rise is $A/(2R)$. The image shift alone therefore gives one third of the first-order rise in the sphere's own field. Both comparisons hold the surface force fixed and require $x_0\ll R$.

### (e) Numbers for the gold grain

With $e^2/(4\pi\varepsilon_0)=1440$ meV nm, $A=1440/(4\times4.0)=90.0$ meV nm. The force is $f=20$ meV/nm. The grounded image energies are:

| $x$ (nm) | Flat (meV) | Sphere (meV) | Difference (meV) |
|---|---|---|---|
| 1 | −90.00 | −87.80 | 2.20 |
| 2 | −45.00 | −42.86 | 2.14 |
| 5 | −18.00 | −16.00 | 2.00 |

The constant is $90.0/40=2.25$ meV. At 5 nm it exceeds the full difference by 12.5%, as $x/(2R)$ predicts.

For the flat barrier, $x_0=\sqrt{90/20}=2.12$ nm and the lowering is $2\sqrt{90\times20}=84.9$ meV. In the sphere's field the rise is $2.25+4.50=6.75$ meV at first order, and the next term is −0.12 meV. Numerical maximization of $U$ gives a rise of 6.62 meV and a lowering of 78.2 meV, with the top at 2.37 nm. In a uniform field the numerical rise is 2.14 meV.

At 600 K, $k_BT=51.7$ meV. The curvature rise multiplies the Boltzmann factor by $\exp(-6.62/51.7)=0.88$, for equal surface field and equal barrier before lowering. This is a factor per unit area at the barrier top, not a ratio of total currents. The spherical surface through the top has $(22.37/20)^2=1.25$ times the area of the grain. In a classical collision-free count with angular momentum conserved, the current per unit grain area is about 1.07 times the flat value, a little below the product $0.88\times1.25=1.10$. Collisions are not negligible here: the parameters of (f) give a phonon absorption time of about 15 fs, similar to the transit time. A thermionic-diffusion estimate gives a ratio of 0.96 for a mobility of 90 cm²/Vs and 0.80 in the diffusion limit.

### (f) Effects left out

**Lattice response.** At the constant speed $\sqrt{2k_BT/(\pi m)}$ the electron would reach the top in about 17 fs. It moves faster in the image well, and the classical transit time averaged over the crossing flux is about 10 fs. A 0.09 eV phonon advances by about 1.3 rad in that time (2.3 rad in 17 fs), so the lattice cannot be taken as frozen. The polaron radius $\sqrt{\hbar/(2m\omega)}=1.2$ nm and the distance $v/\omega\approx1$ to 2 nm are both smaller than the 4.5 nm between the charge and its image. Simple polaron and classical-lag estimates give a relaxed fraction of 0.8 or more at the top, so the static permittivity is the nearer limit. With the static permittivity in the image terms the flat lowering is 49 meV instead of 85 meV. This difference is more than five times the curvature rise, and the rise itself falls from 6.6 to 2.2 meV with the static permittivity. Anisotropy matters less. An isotropic optical permittivity of 4.4 instead of 4.0 raises the top by 3.4 meV. In a uniaxial crystal the flat image energy depends on the geometric mean of the two permittivities parallel to the surface, so 4.4 along one axis only raises the top by 0 to 1.7 meV, depending on direction.

**Tunnelling and reflection.** Let $T(E)$ be the transmission at energy $E$. The thermal current is multiplied by

$$Q=\int T(E)\,e^{-(E-U_{\rm top})/k_BT}\,\frac{dE}{k_BT},$$

taken from the bulk band edge upward. Use $T=1/(1+e^{2K})$, where $K$ is the semiclassical decay integral $\int\kappa\,dx$ below the top, continued above it by a parabolic barrier. This gives $Q=1.03$ at 600 K and, with the same barrier, $Q=1.16$ at 300 K. These values describe only the smooth top of the barrier. They omit reflection from the steep image well and from the metal interface, and the semiclassical formula is unreliable here because $\hbar^2/(mA)=2.8$ nm exceeds the distance to the top. Integrating the one-dimensional Schrödinger equation through to a metal about 6 eV deep gives $Q\approx0.5$ to $0.7$ at 600 K, depending on where the image potential is cut off and on the mass taken in the metal. Reflection then outweighs tunnelling, and the net effect equals a rise of roughly 20 to 35 meV.

**Field penetration into gold.** Treat gold as a flat Thomas–Fermi metal with 59 electrons per nm³ and screening length $\lambda=0.059$ nm. A potential component of lateral wavenumber $k$ decays in the metal at rate $p=\sqrt{k^2+\lambda^{-2}}$. Continuity of the potential and of the normal displacement replaces the ideal reflection amplitude $-1$ by $-(p-\varepsilon_rk)/(p+\varepsilon_rk)$, where $\varepsilon_r=4.0$. The energy rises by

$$2A\int_0^\infty e^{-2kx}\left[1-\frac{p-\varepsilon_rk}{p+\varepsilon_rk}\right]dk,$$

which is 3.4 meV at the position of the ideal top, or 3.8 meV once the top is relocated. In the same model the applied field also penetrates the metal and lowers the surface band edge by $\varepsilon_s f\lambda\approx14$ meV, with $\varepsilon_s=12$; this is nearly the same for a flat and a curved contact at equal surface field. The model omits the spill-out of electrons beyond the metal surface, which moves the image plane outward, and the screening by the d electrons; a background permittivity of 7 in the metal would cut the two shifts to about 1.4 and 5 meV. The model therefore fixes only the order of magnitude for real gold. Applied to both the sphere and the flat contact, it lowers the curvature rise from 6.6 to 5.7 meV.

**Charge and connection.** Donors between the grain and the top, smeared into a uniform charge, weaken the outward force and raise the top by 0.4 meV on average. That shell holds only about 1.3 donors, and randomly placed donors make the local top scatter by 6 to 7 meV rms, as much as the curvature rise. If the grain were isolated, with a fixed charge that supplies the same surface field, its image energy would gain the same term $2AR/r^2$ as that of a neutral sphere. At the top found above this is 7.2 meV, larger than the curvature rise itself. This raises the barrier for an electron arriving from the oxide. For an electron leaving the grain, the charging energy $2A/R=9.0$ meV of the initial state offsets it, and the barrier changes by less than 2 meV.

**Comparison with a real contact.** Gold grains on tin dioxide are used in heated gas sensors, and the chosen temperature suits that use. The abrupt depletion model gives a band bending of 0.20 eV and a barrier of 0.45 eV before lowering. The Debye length, 18.5 nm, is half the depletion width, and the Poisson–Boltzmann equation gives 0.23 and 0.48 eV instead. These follow from the chosen field and doping and are not measured values. The band density of states is roughly 100 times the donor density, so the bulk is nondegenerate, and the field is a tenth of a rough breakdown field of 2 MV/cm. A fully embedded, perfectly connected sphere is an idealization: a real grain often rests on the oxide surface, with gas on its other side, and that geometry is not estimated here. Among the effects estimated, the largest are the lattice response, since full relaxation would change the flat lowering by 36 meV, and quantum reflection at the interface, which is of similar size. The 6.6 meV rise is therefore a difference between two ideal contacts at equal surface field and optical permittivity, not a correction that fixes an absolute barrier to that precision. Equal field is not equal bias: at this doping a flat contact needs about 1.4 eV of band bending to reach 0.2 MV/cm. At equal doping and equal bending the flat field is only 0.074 MV/cm, and the top at the sphere then lies lower than the flat one, by 27 meV with the optical and 17 meV with the static permittivity.

## Computed values

```
Tests in units q = R = 4 pi eps = 1
grounded sphere, extrapolated constant (1/8 expected): 0.124999
grounded sphere, extrapolated slope (-1/16 expected): -0.06246
neutral sphere, extrapolated constant (5/8 expected): 0.6248
barrier, second-order coefficient (-1/4 expected): -0.2501
Example inputs (material values rough)
radius R: 20 nm
surface field: 0.2 MV/cm
optical relative permittivity: 4.0
static relative permittivity: 12.0
effective mass: 0.3 electron masses
donor density: 1.0e+17 cm^-3
temperature: 600 K
thermal energy kT: 51.70 meV
Image energy, optical permittivity
A = q^2/(16 pi eps): 90.00 meV nm
x = 1 nm: plane -90.00, sphere -87.80, difference 2.195 meV
x = 2 nm: plane -45.00, sphere -42.86, difference 2.143 meV
x = 5 nm: plane -18.00, sphere -16.00, difference 2.000 meV
constant shift A/(2R): 2.250 meV
Barrier
planar top position x0: 2.121 nm
planar lowering: 84.85 meV
rise from decay of the field A/R: 4.500 meV
total first-order rise 3A/(2R): 6.750 meV
second-order term -A x0/(4R^2): -0.119 meV
numerical rise, sphere's own field: 6.624 meV
numerical rise, uniform field: 2.137 meV
numerical top position, own field: 2.369 nm
numerical lowering, own field: 78.23 meV
thermionic current, sphere/plane per area: 0.880
Neglected effects
static permittivity: planar lowering: 48.99 meV
static permittivity: curvature rise: 2.226 meV
transit time to the top: 17.1 fs
phonon phase in that time (phonon 0.09 eV, rough): 2.33 rad
permittivity 4.4 instead of 4.0: top rises by: 3.35 meV
quantum current factor at 600 K: 1.033
same as effective lowering: 1.69 meV
same with mass 0.2: 2.48 meV
quantum current factor at 300 K: 1.160
same as effective lowering at 300 K: 3.84 meV
donor space charge: top rises by: 0.393 meV
Thomas-Fermi length of gold: 0.0587 nm
field penetration: top rises by: 3.44 meV
isolated neutral grain: extra energy at top: 7.19 meV
outer radius of depletion layer: 55.1 nm
band bending: 0.201 eV
implied barrier before lowering: 0.447 eV
band density of states / donor density: 117
field / rough breakdown field of 2 MV/cm: 0.10
```
